# Counting the polarization variants of a cubic m-3m ferroelectric

## Problem

A crystal has a cubic parent phase with point group \(G=m\bar3m\). On cooling it acquires a uniform polarization \(\mathbf P\) along a \(\langle001\rangle\), \(\langle110\rangle\) or \(\langle111\rangle\) direction of the cube. The resulting phases are called tetragonal, orthorhombic and rhombohedral. Two polarizations that a cubic symmetry operation turns into each other are variants of the same phase, and \(\mathbf P\) and \(-\mathbf P\) count as different variants.

(a) Find the order of \(G\), and the order and type of the subgroup that leaves \(\mathbf P\) unchanged in each phase.

(b) Show how the number of variants follows from these orders, and find it for each phase.

(c) How many different states of spontaneous strain does each phase have?

(d) Suppose that a second order parameter removes the mirror planes of the tetragonal phase, so that its point group is \(4\) and \(\mathbf P\) still lies along \(\langle001\rangle\). What does the ratio of group orders count now?

(e) Let \(\mathbf p=\mathbf P/P_0\), \(u_i=p_i^2\) and \(s=u_1+u_2+u_3\). The Landau-Devonshire energy density is modelled by

\[
\frac{f}{f_0}=-2s+s^2+k_4(u_1u_2+u_2u_3+u_3u_1)+k_6u_1u_2u_3 ,
\]

with \(f_0>0\), \(k_4>-3\) and \(k_6\ge0\). Find the conditions under which each of the three directions is a minimum. Show that the sixth-order term is needed for the orthorhombic phase.

(f) Take \(P_0=25\ \mu\mathrm{C/cm^2}\) and \(f_0=4\ \mathrm{J/cm^3}\). Evaluate the three phases for \((k_4,k_6)=(0.5,0)\), \((-0.5,3)\) and \((-0.5,0)\). For the first choice, estimate how surface charge, stress, a bias field and thermal energy affect the count.

## Solution

### (a) The group and the stabilizers

The group \(m\bar3m\) contains all rotations and reflections that map a cube onto itself. Such an operation sends each cube axis to a cube axis, with either sense. Acting on a vector, it permutes the three components and then gives each a sign. There are \(3!\) permutations and \(2^3\) choices of sign, so

\[
|G|=3!\times2^3=48 .
\]

The operations that leave a given \(\mathbf P\) unchanged form a subgroup \(H\), the stabilizer of \(\mathbf P\). Products and inverses of operations that fix \(\mathbf P\) also fix it.

**P along [001].** The third component must keep its place and sign. The first two are zero, so they may be exchanged or not, and each may take either sign. Hence \(|H|=2\times2^2=8\). These operations are the identity, the half-turn about \(z\), the two quarter-turns about \(z\), and four mirrors containing the \(z\) axis. This is \(4mm\).

**P along [110].** The zero must stay in third place, where its sign is free. The first two components are equal and may be exchanged, but their signs must stay positive. Hence \(|H|=2\times2=4\). The operations are

\[
(x,y,z),\quad (x,y,-z),\quad (y,x,z),\quad (y,x,-z).
\]

The second and third are mirrors. The last is their product, a half-turn about [110]. This is \(mm2\), with its twofold axis along \(\mathbf P\).

**P along [111].** The three components are equal and nonzero. Any permutation is allowed, but no change of sign, so \(|H|=3!=6\). The operations are the identity, two cyclic permutations, which are turns by \(\pm120^\circ\) about [111], and three exchanges of two axes, which are mirrors. This is \(3m\).

### (b) From group orders to variants

Let \(g\) and \(g'\) be two operations of \(G\). They produce the same variant when \(g\mathbf P=g'\mathbf P\). Multiplying by \(g^{-1}\) from the left gives

\[
\mathbf P=g^{-1}g'\mathbf P ,
\]

so \(g^{-1}g'=h\) belongs to \(H\), and \(g'=gh\). Conversely, if \(g'=gh\) with \(h\) in \(H\), then \(g'\mathbf P=gh\mathbf P=g\mathbf P\). The operations that lead to one variant are therefore the products \(gh\) with \(h\) running through \(H\). They are all different, because \(gh_1=gh_2\) implies \(h_1=h_2\), and so there are \(|H|\) of them.

Each of the \(|G|\) operations leads to one variant, and each of the \(n\) variants is reached by \(|H|\) operations. Thus \(n|H|=|G|\), or

\[
n=\frac{|G|}{|H|} .
\]

The three phases have

\[
n_{\rm tet}=\frac{48}{8}=6,\qquad
n_{\rm orth}=\frac{48}{4}=12,\qquad
n_{\rm rhomb}=\frac{48}{6}=8 .
\]

Listing the vectors gives the same numbers without group theory. For \(\langle001\rangle\), the nonzero component has three places and two signs: \(3\times2=6\). For \(\langle110\rangle\), the zero has three places and the other two components have four sign combinations: \(3\times4=12\). For \(\langle111\rangle\) there are \(2^3=8\) sign combinations.

A less symmetric direction has a smaller stabilizer and more variants. For \((a,a,b)\), with \(a\) and \(b\) nonzero and \(|a|\ne|b|\), the identity and one mirror survive, which gives \(48/2=24\). If all three components are nonzero and differ in magnitude, only the identity survives and there are 48 variants.

The count concerns directions of \(\mathbf P\). If the transition also enlarges the unit cell, there can be domains with equal \(\mathbf P\) that differ by a translation. Point-group orders do not count these.

### (c) Strain states

To leading order the spontaneous strain is quadratic in the polarization:

\[
\varepsilon_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad
\varepsilon_{12}=\tfrac12Q_{44}P_1P_2 ,
\]

and similarly for the other components. Reversing \(\mathbf P\) leaves every product \(P_iP_j\) unchanged, so opposite variants share one strain.

Variants that are not opposite have different strains if \(Q_{11}\ne Q_{12}\) and \(Q_{44}\ne0\). In the tetragonal phase, the normal strains identify the polar axis. In the orthorhombic phase, the one nonzero shear identifies the plane of \(\mathbf P\), and its sign separates, for example, [110] from \([1\bar10]\). In the rhombohedral phase, the signs of the three shears fix \(\mathbf P\) up to an overall sign. The numbers of strain states are therefore half the numbers of variants: 3, 6 and 4.

This difference matters for switching. A uniform stress couples to strain and cannot by itself favour \(\mathbf P\) over \(-\mathbf P\), whereas an electric field can.

### (d) When the phase has less symmetry than its polarization

Part (b) used the stabilizer of \(\mathbf P\). It equals the point group \(F\) of the polar phase if \(\mathbf P\) is the only order parameter that lowers the point symmetry. Here \(F=4\) contains four rotations, while the stabilizer \(H=4mm\) still has eight operations. The argument of part (b), applied to the whole structure instead of the vector, gives

\[
\frac{|G|}{|F|}=\frac{48}{4}=12
\]

domain states. They share \(48/8=6\) polarizations, with \(|H|/|F|=2\) states for each. A mirror containing \(\mathbf P\) turns one member of such a pair into the other without changing \(\mathbf P\). The ratio \(|G|/|F|\) thus counts domain states, and it counts polarization variants when \(F=H\).

### (e) Which set of variants the energy selects

Changing the sign of a component leaves each \(u_i\) unchanged, and permuting the axes leaves the three sums and products in \(f\) unchanged. Hence \(f(g\mathbf p)=f(\mathbf p)\) for every \(g\) in \(G\). If one variant is a minimum, all its equivalents are minima of equal energy. Symmetry fixes how many there are, and the coefficients decide which set occurs.

Write \(\varphi=f/f_0\). Since \(\partial u_i/\partial p_i=2p_i\),

\[
\frac{\partial\varphi}{\partial p_i}=2p_iA_i,\qquad
A_i=-2+2s+k_4(s-u_i)+k_6u_ju_k ,
\]

where \(i,j,k\) are all different. At a stationary point each component has \(p_i=0\) or \(A_i=0\). Differentiating again gives

\[
\frac{\partial^2\varphi}{\partial p_i^2}=2A_i+8p_i^2,\qquad
\frac{\partial^2\varphi}{\partial p_i\partial p_j}=4p_ip_j(2+k_4+k_6u_k).
\]

Positive curvature in every direction guarantees an isolated minimum, and this is the condition used below.

**Tetragonal.** For \(\mathbf p=(0,0,p_3)\), the condition \(A_3=-2+2s=0\) gives \(s=1\). Then \(A_1=A_2=k_4\), and the curvatures are

\[
2k_4,\quad 2k_4,\quad 8 .
\]

This is a minimum for \(k_4>0\), with energy \(\varphi=-2+1=-1\).

**Orthorhombic.** Set \(u_1=u_2=s/2\) and \(u_3=0\). The condition \(A_1=-2+2s+k_4s/2=0\) gives

\[
s=\frac1{1+k_4/4}.
\]

The curvature along \(z\) is \(2A_3\), with \(A_3=-2+2s+k_4s+k_6s^2/4\). Subtracting \(A_1=0\) leaves

\[
2A_3=k_4s+\tfrac12k_6s^2 .
\]

In the \(xy\) plane, \(p_1^2=p_2^2=p_1p_2=s/2\) for [110]. The diagonal second derivatives are \(4s\) and the mixed one is \(2s(2+k_4)\). Their sum, \(2s(4+k_4)\), is the curvature along \(\mathbf P\). Their difference is the curvature for rotation in the plane:

\[
4s-2s(2+k_4)=-2k_4s .
\]

Stability against this rotation needs \(k_4<0\). If \(k_6=0\), stability against a tilt towards \(z\) needs \(k_4>0\). The two demands contradict each other, so within the fourth-order model \(\langle110\rangle\) is never an isolated minimum. With the sixth-order term it is a minimum if

\[
k_4<0\quad\text{and}\quad k_6>\frac{2|k_4|}{s}.
\]

The term does this without changing the energy at \(\langle110\rangle\), where \(u_1u_2u_3=0\). It raises the energy when the third component appears.

**Rhombohedral.** Set \(u_i=s/3\). For \(k_6=0\), the condition \(-2+2s+2k_4s/3=0\) gives

\[
s=\frac1{1+k_4/3}.
\]

The diagonal second derivatives are \(8s/3\) and the mixed ones are \((4s/3)(2+k_4)\). The curvature along [111] is the diagonal plus twice the mixed value, \((8s/3)(3+k_4)\). For the two perpendicular directions it is the diagonal minus the mixed value, \(-4k_4s/3\). This is a minimum for \(-3<k_4<0\).

For \(k_6>0\), write \(u=s/3\). The condition \(A_i=0\) becomes

\[
-2+(6+2k_4)u+k_6u^2=0 .
\]

The left side increases with \(u\), so there is one positive root. The diagonal second derivatives are \(8u\) and the mixed ones are \(4u(2+k_4+k_6u)\). The curvature along [111], \(8u(3+k_4+k_6u)\), is positive. The two perpendicular curvatures are \(-4u(k_4+k_6u)\), so a minimum needs \(k_4<0\) and \(u<|k_4|/k_6\). The root lies below \(|k_4|/k_6\) if the left side of the condition is positive at that value, which gives

\[
k_4<0\quad\text{and}\quad k_6<3|k_4|-\tfrac12k_4^2 .
\]

With its value of \(s\) inserted, the orthorhombic condition reads \(k_6>2|k_4|-\tfrac12k_4^2\). Between these two limits both sets of variants are minima, and the set with the lower energy is the stable one.

At both \(\langle110\rangle\) and, for \(k_6=0\), \(\langle111\rangle\), the energy has the form \(-2s+cs^2\) with \(s=1/c\), so \(\varphi=-s\).

For \(k_6=0\) and \(k_4\ne0\) the list is complete. Two nonzero components both have \(A_i=0\), and subtracting these conditions gives \(k_4(u_i-u_j)=0\), so their magnitudes are equal. The remaining stationary point, \(\mathbf p=0\), has curvature \(-4\) in every direction and is a maximum.

At \(k_4=k_6=0\) the energy depends on \(s\) alone. Every direction is then equally good, and the minima form a sphere. A finite number of variants requires anisotropy, but anisotropy alone is not enough. For \(k_4=0\) and \(k_6>0\) the minima are all points with \(s=1\) and \(u_1u_2u_3=0\). These form three circles that pass through both \(\langle001\rangle\) and \(\langle110\rangle\).

### (f) Numbers and neglected effects

**The three phases.** With \(|\mathbf P|=P_0\sqrt s\):

- Tetragonal, \(k_4=0.5\), \(k_6=0\): \(s=1\), so \(|\mathbf P|=25.0\ \mu\mathrm{C/cm^2}\) and \(f=-4.00\ \mathrm{J/cm^3}\).
- Orthorhombic, \(k_4=-0.5\), \(k_6=3\): \(s=1/0.875=1.143\), so \(|\mathbf P|=26.7\ \mu\mathrm{C/cm^2}\), with two components of magnitude \(26.7/\sqrt2=18.9\ \mu\mathrm{C/cm^2}\). The energy is \(-4\times1.143=-4.57\ \mathrm{J/cm^3}\). The stability condition \(k_6>2(0.5)(0.875)=0.875\) is met.
- Rhombohedral, \(k_4=-0.5\), \(k_6=0\): \(s=1/0.8333=1.200\), so \(|\mathbf P|=27.4\ \mu\mathrm{C/cm^2}\), with three components of magnitude \(27.4/\sqrt3=15.8\ \mu\mathrm{C/cm^2}\). The energy is \(-4.80\ \mathrm{J/cm^3}\).

A numerical descent from 300 random starting points for each choice, which makes no use of the group, found 6, 12 and 8 minima. The program also compared them with the calculated vectors, variant by variant, and they agree.

**Barrier.** For \(k_4=0.5\) the variants [100] and [010] are separated by the stationary point at [110], which has one direction of negative curvature. Its energy is the lowest among the stationary points that are not minima. The barrier density is

\[
\Delta f=f_0\left(1-\frac1{1+k_4/4}\right)=f_0\frac{k_4}{4+k_4}
=4\times\frac{0.5}{4.5}=0.444\ \mathrm{J/cm^3}.
\]

Reversal by two successive 90° rotations meets this barrier twice. Passing through \(\mathbf P=0\) would cost \(4\ \mathrm{J/cm^3}\).

**Surface charge.** In a uniformly polarized (001) slab without compensating charge, the depolarizing field adds \(P_3^2/(2\epsilon_0\epsilon_b)\) to the energy density. With a background permittivity \(\epsilon_b=10\) and \(P_3=0.25\ \mathrm{C/m^2}\),

\[
\frac{(0.25)^2}{2(8.85\times10^{-12})(10)}
=3.53\times10^8\ \mathrm{J/m^3}=353\ \mathrm{J/cm^3}.
\]

This is 88 times \(f_0\). It appears in \(\varphi\) as \(wu_3\) with \(w=88\). For \(\mathbf p\) along \(z\), the stationary condition becomes \(-2+2s+w=0\), or \(s=1-w/2\), which has no positive solution for \(w>2\). The two variants normal to the slab disappear and four in-plane variants remain.

For small \(w\) the normal variants survive while their transverse curvature is positive:

\[
A_1=-2+(2+k_4)\left(1-\frac w2\right)>0
\quad\Longrightarrow\quad
w<\frac{2k_4}{2+k_4}=0.4 .
\]

For the slab to stay uniformly polarized along its normal, compensation must therefore reduce the cost from 353 to below \(0.4f_0=1.6\ \mathrm{J/cm^3}\). Even then the normal variants are only metastable in this model: for any \(w>0\) their energy \(-(1-w/2)^2\) lies above the value \(-1\) of the in-plane variants. A real slab can also lower this cost by splitting into domains of opposite \(P_3\), which the uniform model leaves out.

**Stress.** A compressive stress of magnitude \(\sigma=100\ \mathrm{MPa}\) along [001] adds \(\sigma\varepsilon_{33}\). Its direction-dependent part is \(\sigma(Q_{11}-Q_{12})P_3^2\); the rest is proportional to \(P^2\) and is left out. For a tetragonal strain difference \((Q_{11}-Q_{12})P_0^2=0.01\), the coupling is \(10^8\times0.01=10^6\ \mathrm{J/m^3}=1\ \mathrm{J/cm^3}\), so \(w=0.25\). This is below 0.4, and all six minima survive. With the part proportional to \(P^2\) left out, the two along \(z\) have \(\varphi=-(1-w/2)^2=-0.766\), and the other four keep \(\varphi=-1\). The splitting is \(4\times0.234=0.94\ \mathrm{J/cm^3}\). The two minima along \(z\) are now shallow. At the saddle in the \(xz\) plane, \(-2+2s+k_4u_3=0\) and \(-2+2s+k_4u_1+w=0\) give \(u_3=u_1+w/k_4\), so \(u_1=1/6\), \(u_3=2/3\) and \(\varphi=-0.750\). The barrier for escape from \(z\) is \(4\times0.0156=0.06\ \mathrm{J/cm^3}\), against 0.444 without stress.

The grouping also follows from part (b). The stressed crystal has the symmetry \(4/mmm\), of order 16. In it [001] has a stabilizer of order 8, and [100] one of order 4. The six variants split into \(16/8=2\) and \(16/4=4\).

**Bias field.** A field of \(0.01\ \mathrm{MV/cm}=10^6\ \mathrm{V/m}\) along [001] adds \(-EP_3\). The energies of the variants along and against it differ by

\[
2EP_0=2\times10^6\times0.25=5\times10^5\ \mathrm{J/m^3}=0.50\ \mathrm{J/cm^3}.
\]

The other four lie between them, so the grouping is \(1+4+1\). All six remain minima of the model at this field, but they are no longer equivalent.

**Thermal energy.** Uniform rotation of a cube of edge 10 nm must overcome

\[
(0.444\times10^6\ \mathrm{J/m^3})(10^{-24}\ \mathrm{m^3})
=4.44\times10^{-19}\ \mathrm{J}=2.77\ \mathrm{eV}.
\]

At 300 K, \(k_BT=0.0259\ \mathrm{eV}\), smaller by a factor of 107. Since the barrier scales with volume, this protection weakens quickly in smaller regions. The estimate leaves out domain walls and nucleation, which offer other routes for switching. It also leaves out any electrostatic or elastic resistance from the material around the cube.

**Comparison with real materials.** The chosen polarization and strain are of the rough size found in barium titanate, which on cooling passes through tetragonal, orthorhombic and rhombohedral polar phases. The coefficients \(f_0\), \(k_4\) and \(k_6\) are round model values, not a fit to it. In particular, the rotation barrier and the factor of 107 belong to the choice \(k_4=0.5\). At room temperature barium titanate is close to its orthorhombic transition, where the energy at [110] approaches that at [100], so its barrier is smaller. The bias field of 10 kV/cm is high for a bulk crystal of this kind, where moving domain walls can switch the polarization at roughly a few kV/cm or less; survival of the opposed variant in the uniform model does not mean that it would persist there. The same holds for the stress of 100 MPa, since 90° walls in such crystals move under much smaller stresses, of the order of a few MPa. In thin-film devices, incomplete charge compensation and clamping by the substrate break the assumptions of the ideal count. For the tetragonal example, the first can reduce six variants to four, and a weak in-plane stress, equal along [100] and [010], divides them into groups of two and four, because it leaves the same symmetry \(4/mmm\) as the stress along [001] treated above. The numbers 6, 12 and 8 apply to equivalent variants in a crystal free of stress and bias, with its surface charge compensated.

## Calculated quantities

```
order of m-3m: 48 operations
tetragonal (0, 0, 1): stabilizer order 8 (1 of type 1, 1 of type 2, 2 of type 4, 4 of type m)
  variants 6, strain states 3
orthorhombic (1, 1, 0): stabilizer order 4 (1 of type 1, 1 of type 2, 2 of type m)
  variants 12, strain states 6
rhombohedral (1, 1, 1): stabilizer order 6 (1 of type 1, 2 of type 3, 3 of type m)
  variants 8, strain states 4
phase group 4 (order 4): domain states 12, polarizations 6
scales: P0 = 25.0 uC/cm2, f0 = 4.0 J/cm3
tetragonal: k4 = 0.5, k6 = 0.0, minima found 6
  s = 1.0000, |P| = 25.00 uC/cm2, nonzero component 25.00 uC/cm2
  energy density -4.000 J/cm3
orthorhombic: k4 = -0.5, k6 = 3.0, minima found 12
  s = 1.1429, |P| = 26.73 uC/cm2, nonzero component 18.90 uC/cm2
  energy density -4.571 J/cm3
rhombohedral: k4 = -0.5, k6 = 0.0, minima found 8
  s = 1.2000, |P| = 27.39 uC/cm2, nonzero component 15.81 uC/cm2
  energy density -4.800 J/cm3
fourth order only: <110> unstable at every sampled nonzero k4
rotation barrier between variants: 0.444 J/cm3
depolarization, background permittivity 10: 353 J/cm3
  ratio to f0 88.2, variants left in (001) slab 4
compressive stress 100 MPa along [001], tetragonal strain difference 0.01
  coupling 1.00 J/cm3, groups [4, 2], splitting 0.938 J/cm3
bias field 0.01 MV/cm along [001]: groups [1, 4, 1], total splitting 0.500 J/cm3
barrier in a 10 nm cube: 2.77 eV
thermal energy at 300 K: 0.0259 eV, barrier/thermal = 107
```
